# Orbital degeneracy and the spin-crossover temperature of manganocene: a numerical check

```python
"""Electronic entropy and spin crossover of manganocene, a d5 sandwich molecule.

Result under test: from the low-spin doublet (LS) to the sextet (HS),
    dS_el = R ln(6/g), g = 4 (orbital degeneracy retained) or 2 (quenched),
    T_half = dH / (S_rest + dS_el),
    T_quenched - T_retained = -T_quenched * T_retained * R ln2 / dH.
dH: enthalpy change; S_rest: non-electronic entropy change (both held fixed).
T_half: temperature at which the LS and HS populations are equal.
The degeneracies come from diagonalizing all 252 states of five d electrons.
Orbital energies, Racah B and C, and spin-orbit zeta are in cm^-1.
"""
import numpy as np
from scipy import sparse
from scipy.constants import R, N_A, h, c
from scipy.optimize import brentq
from scipy.special import xlogy
from sympy.physics.wigner import wigner_3j

CM = h * c * 100 * N_A                 # J/mol per cm^-1
M = [-2, -1, 0, 1, 2]                  # orbital angular momentum along the axis
NSO = 10                               # spin orbital index = 2*orbital + spin

# ---- operators for five electrons in ten spin orbitals ----
lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sparse.diags([1.0, -1.0]).tocsr()
unit = sparse.identity(2, format="csr")
annih = []
for p in range(NSO):
    op = sparse.identity(1, format="csr")
    for q in range(NSO):
        factor = parity if q < p else (lower if q == p else unit)
        op = sparse.kron(op, factor, format="csr")
    annih.append(op)
sector = np.array([i for i in range(2**NSO) if bin(i).count("1") == 5])
E = [[(annih[p].T @ annih[q]).tocsr()[sector][:, sector]
      for q in range(NSO)] for p in range(NSO)]


def one_body(matrix):
    total = np.zeros((len(sector), len(sector)))
    for p, q in zip(*np.nonzero(matrix)):
        total += matrix[p, q] * E[p][q].toarray()
    return total


def angular(k, m1, m2):
    """Angular integral of a rank-k multipole between two d orbitals."""
    return float((-1)**m1 * 5 * wigner_3j(2, k, 2, 0, 0, 0)
                 * wigner_3j(2, k, 2, -m1, m1 - m2, m2))


def coulomb(B, C):
    slater = {2: 49 * B + 7 * C, 4: 12.6 * C}
    ang = {k: np.array([[angular(k, a, b) for b in M] for a in M])
           for k in slater}
    total = sparse.csr_matrix((len(sector), len(sector)))
    for i in range(5):
        for j in range(5):
            for k1 in range(5):
                l1 = i + j - k1
                if not 0 <= l1 < 5:
                    continue
                v = sum(slater[k] * ang[k][i, k1] * ang[k][l1, j]
                        for k in slater)
                if abs(v) < 1e-12:
                    continue
                for s in range(2):
                    for t in range(2):
                        p, q, r, u = 2*i+s, 2*j+t, 2*k1+s, 2*l1+t
                        term = E[p][r] @ E[q][u]
                        if q == r:
                            term = term - E[p][u]
                        total = total + 0.5 * v * term
    return total.toarray()


lz1, sz1 = np.zeros((NSO, NSO)), np.zeros((NSO, NSO))
splus1, so1, dist1 = (np.zeros((NSO, NSO)) for _ in range(3))
for i, m in enumerate(M):
    for s in range(2):
        lz1[2*i+s, 2*i+s] = m
        sz1[2*i+s, 2*i+s] = 0.5 - s
    splus1[2*i, 2*i+1] = 1.0
    if i < 4:                           # raise the orbital, lower the spin
        v = 0.5 * np.sqrt(6 - m * (m + 1))
        so1[2*(i+1)+1, 2*i] = so1[2*i, 2*(i+1)+1] = v
so1 += lz1 @ sz1
for s in range(2):                      # unit splitting of the e2g pair
    dist1[s, 8+s] = dist1[8+s, s] = 0.5
Lz, Sz, Sp = one_body(lz1), one_body(sz1), one_body(splus1)
S2 = Sp.T @ Sp + Sz @ Sz + Sz
SO, DIST = one_body(so1), one_body(dist1)

B, C = 560.0, 2400.0
a1g, e1g_weak, e1g_strong = 4000.0, 8000.0, 32000.0    # e2g at zero
zeta, delta = 300.0, 600.0
REP = coulomb(B, C)


def field(e1g):
    energy = {0: a1g, 1: e1g, 2: 0.0}
    return one_body(np.diag([energy[abs(m)] for m in M for s in range(2)]))


def ground(H):
    e, v = np.linalg.eigh(H)
    g = int(np.sum(e - e[0] < 1e-3))
    return e - e[0], v[:, :g], g


def mean_in_level(op, v):
    return np.trace(v.T @ op @ v) / v.shape[1]


def largest(op, v):
    return np.max(np.abs(np.linalg.eigvalsh(v.T @ op @ v)))


# The free ion must show 6S lowest, then 4G (36 states) at 10B + 5C.
free, _, g_free = ground(REP)
assert g_free == 6 and abs(free[6] - (10 * B + 5 * C)) < 1e-4
assert np.sum(abs(free - free[6]) < 1e-3) == 36

H_strong = REP + field(e1g_strong)
e_hs, v_hs, g_hs = ground(REP + field(e1g_weak))
e_ls, v_ls, g_ls = ground(H_strong)
assert g_hs == 6 and abs(mean_in_level(S2, v_hs) - 8.75) < 1e-7
assert g_ls == 4 and abs(mean_in_level(S2, v_ls) - 0.75) < 1e-7
assert abs(largest(Lz, v_ls) - 2) < 1e-7 and largest(Lz, v_hs) < 1e-7

e_so, v_so, g_so = ground(H_strong + zeta * SO)
e_di, v_di, g_di = ground(H_strong + delta * DIST)
e_both, v_both, g_both = ground(H_strong + zeta * SO + delta * DIST)
split_so, split_di, split_both = e_so[2], e_di[4 - 2], e_both[2]
assert g_so == 2 and g_di == 2 and g_both == 2
assert abs(e_so[3] - e_so[2]) < 1e-3 and abs(e_di[3] - e_di[2]) < 1e-3
# First-order splittings; mixing with excited configurations gives the rest.
assert abs(split_so / (2 * zeta) - 1) < 0.15
assert abs(split_di / delta - 1) < 0.15
assert abs(split_both / np.hypot(2 * zeta, delta) - 1) < 0.15
assert abs(largest(Lz + Sz, v_so) - 2.5) < 1e-6
lz_so, lz_di = largest(Lz, v_so), largest(Lz, v_di)
assert lz_so > 1.8 and lz_di < 1e-6


# ---- entropies: explicit probabilities against the logarithmic formula ----
def entropy(levels, T):
    w = np.exp(-(levels - np.min(levels)) * CM / (R * T))
    p = w / w.sum()
    return -R * np.sum(xlogy(p, p))


def split_entropy(gap, T):
    x = gap * CM / (R * T)
    return R * (np.log(2) + np.log1p(np.exp(-x)) + x / (np.exp(x) + 1))


dS_r, dS_q = R * np.log(6 / 4), R * np.log(6 / 2)
assert abs(entropy(e_hs, 300) - entropy(e_ls, 300) - dS_r) < 1e-6
assert abs(entropy(e_hs, 20) - entropy(e_so, 20) - dS_q) < 1e-6
for T in (100, 300, 600):
    assert abs(entropy(e_so, T) - split_entropy(split_so, T)) < 1e-4

# ---- crossover temperatures: populations against the closed formula ----
dH, S_rest, T_use = 15000.0, 45.0, 350.0


def hs_fraction(T, g_low):
    hs = g_hs * np.exp(S_rest / R - dH / (R * T))
    return hs / (hs + g_low)


T_r, T_q = dH / (S_rest + dS_r), dH / (S_rest + dS_q)
shift = -T_q * T_r * R * np.log(2) / dH
T_r_pop = brentq(lambda T: hs_fraction(T, g_ls) - 0.5, 100, 1000)
T_q_pop = brentq(lambda T: hs_fraction(T, g_so) - 0.5, 100, 1000)
assert abs(T_r_pop - T_r) < 1e-6 and abs(T_q_pop - T_q) < 1e-6
assert abs((T_q_pop - T_r_pop) - shift) < 1e-6
assert abs(hs_fraction(T_q_pop, g_ls) - 1 / 3) < 1e-8
T_r_el, T_q_el = dH / dS_r, dH / dS_q


# ---- finite splitting: fixed enthalpy, or fixed barycentre ----
def T_fixed_enthalpy(gap):
    return brentq(lambda T: dH - T * (S_rest + R * np.log(6)
                                      - split_entropy(gap, T)), 100, 1500)


def T_fixed_barycentre(gap):
    def dG(T):
        low = np.array([-gap / 2] * 2 + [gap / 2] * 2) * CM
        G_low = -R * T * np.log(np.sum(np.exp(-low / (R * T))))
        return dH - T * S_rest - R * T * np.log(6) - G_low
    return brentq(dG, 100, 1500)


T_fix, T_bar = T_fixed_enthalpy(split_so), T_fixed_barycentre(split_so)
scan = np.array([50, 200, 600, 1000, 2000])
fixed_scan = np.array([T_fixed_enthalpy(g) for g in scan])
bary_scan = np.array([T_fixed_barycentre(g) for g in scan])
assert np.all((fixed_scan > T_q) & (fixed_scan < T_r))
assert np.all(bary_scan > T_r) and np.all(np.diff(bary_scan) > 0)

# ---- temperature-dependent vibrational terms: nine effective modes ----
n_modes, nu_ls = 9, 350.0


def vib(nu, T):
    """Thermal energy and entropy of the modes; zero point is in the gap."""
    x = nu * CM / (R * T)
    U = n_modes * nu * CM / np.expm1(x)
    return U, U / T - n_modes * R * np.log(-np.expm1(-x))


nu_hs = brentq(lambda nu: vib(nu, T_r)[1] - vib(nu_ls, T_r)[1] - S_rest,
               20, 349)
gap0 = dH - (vib(nu_hs, T_r)[0] - vib(nu_ls, T_r)[0])


def dG_vib(T, g_low):
    (Uh, Sh), (Ul, Sl) = vib(nu_hs, T), vib(nu_ls, T)
    return gap0 + Uh - Ul - T * (Sh - Sl) - R * T * np.log(6 / g_low)


T_r_vib = brentq(lambda T: dG_vib(T, 4), 150, 600)
T_q_vib = brentq(lambda T: dG_vib(T, 2), 150, 600)
assert abs(T_r_vib - T_r) < 1e-5 and abs(T_q_vib - T_q) < 2

# ---- zero-field splitting of the sextet ----
D = 1.0
zfs_levels = D * np.array([-2.5, -1.5, -0.5, 0.5, 1.5, 2.5])**2
zfs_loss = R * np.log(6) - entropy(zfs_levels, T_r)
assert 0 < zfs_loss < 0.01 * dS_r

print(f"Racah B, C: {B:.0f}, {C:.0f} cm^-1")
print(f"orbital a1g above e2g: {a1g:.0f} cm^-1")
print(f"orbital e1g, weak and strong: {e1g_weak:.0f}, {e1g_strong:.0f} cm^-1")
print(f"number of d5 states: {len(sector)}")
print(f"ground degeneracy, weak field: {g_hs}")
print(f"ground degeneracy, strong field: {g_ls}")
print(f"next level, strong field: {e_ls[4]:.0f} cm^-1")
print(f"ground degeneracy with spin-orbit: {g_so}")
print(f"spin-orbit zeta: {zeta:.0f} cm^-1")
print(f"splitting by spin-orbit: {split_so:.1f} cm^-1")
print(f"first-order value 2 zeta: {2*zeta:.1f} cm^-1")
print(f"distortion delta: {delta:.0f} cm^-1")
print(f"splitting by distortion: {split_di:.1f} cm^-1")
print(f"splitting by both: {split_both:.1f} cm^-1")
print(f"first-order value, both: {np.hypot(2*zeta, delta):.1f} cm^-1")
print(f"|Lz| in ground pair, spin-orbit only: {lz_so:.3f} hbar")
print(f"|Lz| in ground pair, distortion only: {abs(lz_di):.3f} hbar")
print(f"gas constant R: {R:.4f} J/(mol K)")
print(f"dS_el, degeneracy retained: {dS_r:.3f} J/(mol K)")
print(f"dS_el, degeneracy quenched: {dS_q:.3f} J/(mol K)")
print(f"difference R ln2: {R*np.log(2):.3f} J/(mol K)")
print(f"enthalpy dH: {dH/1000:.1f} kJ/mol")
print(f"non-electronic entropy: {S_rest:.1f} J/(mol K)")
print(f"total entropy, retained: {S_rest+dS_r:.3f} J/(mol K)")
print(f"total entropy, quenched: {S_rest+dS_q:.3f} J/(mol K)")
print(f"T_half, retained: {T_r:.1f} K")
print(f"T_half, quenched: {T_q:.1f} K")
print(f"shift on quenching: {shift:.1f} K")
print(f"relative shift: {100*shift/T_r:.1f} %")
print(f"HS fraction of retained model at T_q: {hs_fraction(T_q, 4):.4f}")
print(f"source temperature: {T_use:.0f} K")
print(f"HS fraction there, retained: {hs_fraction(T_use, 4):.3f}")
print(f"HS fraction there, quenched: {hs_fraction(T_use, 2):.3f}")
print(f"electronic entropy only, T retained: {T_r_el:.0f} K")
print(f"electronic entropy only, T quenched: {T_q_el:.0f} K")
print(f"electronic entropy only, ratio: {T_q_el/T_r_el:.4f}")
print(f"LS entropy with spin-orbit at 300 K: "
      f"{split_entropy(split_so, 300):.3f} J/(mol K)")
print(f"T_half with spin-orbit, fixed dH: {T_fix:.1f} K")
print(f"T_half with spin-orbit, fixed barycentre: {T_bar:.1f} K")
print(f"shift at fixed barycentre: {T_bar-T_r:+.1f} K")
print(f"half the spin-orbit splitting: {split_so*CM/2000:.2f} kJ/mol")
print(f"effective modes: {n_modes}")
print(f"mode wavenumber, LS and HS: {nu_ls:.0f}, {nu_hs:.1f} cm^-1")
print(f"T_half quenched, vibrational model: {T_q_vib:.1f} K")
print(f"shift, vibrational model: {T_q_vib-T_r_vib:.1f} K")
print(f"sextet zero-field parameter D: {D:.1f} cm^-1")
print(f"entropy lost to zero-field splitting: {zfs_loss:.1e} J/(mol K)")
print("all good")
```

Running it gives:

```
Racah B, C: 560, 2400 cm^-1
orbital a1g above e2g: 4000 cm^-1
orbital e1g, weak and strong: 8000, 32000 cm^-1
number of d5 states: 252
ground degeneracy, weak field: 6
ground degeneracy, strong field: 4
next level, strong field: 6526 cm^-1
ground degeneracy with spin-orbit: 2
spin-orbit zeta: 300 cm^-1
splitting by spin-orbit: 600.6 cm^-1
first-order value 2 zeta: 600.0 cm^-1
distortion delta: 600 cm^-1
splitting by distortion: 594.4 cm^-1
splitting by both: 844.9 cm^-1
first-order value, both: 848.5 cm^-1
|Lz| in ground pair, spin-orbit only: 2.000 hbar
|Lz| in ground pair, distortion only: 0.000 hbar
gas constant R: 8.3145 J/(mol K)
dS_el, degeneracy retained: 3.371 J/(mol K)
dS_el, degeneracy quenched: 9.134 J/(mol K)
difference R ln2: 5.763 J/(mol K)
enthalpy dH: 15.0 kJ/mol
non-electronic entropy: 45.0 J/(mol K)
total entropy, retained: 48.371 J/(mol K)
total entropy, quenched: 54.134 J/(mol K)
T_half, retained: 310.1 K
T_half, quenched: 277.1 K
shift on quenching: -33.0 K
relative shift: -10.6 %
HS fraction of retained model at T_q: 0.3333
source temperature: 350 K
HS fraction there, retained: 0.660
HS fraction there, quenched: 0.795
electronic entropy only, T retained: 4449 K
electronic entropy only, T quenched: 1642 K
electronic entropy only, ratio: 0.3691
LS entropy with spin-orbit at 300 K: 7.490 J/(mol K)
T_half with spin-orbit, fixed dH: 285.3 K
T_half with spin-orbit, fixed barycentre: 347.7 K
shift at fixed barycentre: +37.6 K
half the spin-orbit splitting: 3.59 kJ/mol
effective modes: 9
mode wavenumber, LS and HS: 350, 177.9 cm^-1
T_half quenched, vibrational model: 276.7 K
shift, vibrational model: -33.4 K
sextet zero-field parameter D: 1.0 cm^-1
entropy lost to zero-field splitting: 5.6e-04 J/(mol K)
all good
```
